**Overlap of Koelling-Harmon large components: 5s and 6s in gold**

For two bound states with equal l in the same potential V, the overlap of the large components g equals minus the overlap of the lower components φ = g′/(2Mc) and χ = √(l(l+1)) g/(2Mcr), where M = 1 + (E − V)/(2c²), E is the energy without rest energy and c is the speed of light. The program asserts the elimination of the small Dirac component symbolically, the radial solver against Sommerfeld energies, and the self-consistent potential against a Gaussian-basis helium calculation. It then solves a spherical LDA gold atom with a point nucleus and asserts that the directly integrated 5s-6s overlap agrees with the derivative formula. The output gives an overlap of −1.775 × 10⁻⁴ with full norm one, which is 94% of the Cauchy-Schwarz bound in magnitude. With one energy-independent M for both states (scalar ZORA) in the same potential, the overlap drops to 3 × 10⁻¹¹, and the program asserts that it is negligible. Further assertions cover the approach to the 1/c² law at larger c and the need for χ in the 4p-5p case.

## Numerical verification

```python
# Result under test: two Koelling-Harmon large components g1, g2 (same l,
# different energies) have the overlap
#   int g1 g2 r^2 dr = - int (phi1 phi2 + chi1 chi2) r^2 dr,
#   phi = g'/(2 M c),  chi = sqrt(l(l+1)) g/(2 M c r),
#   M = 1 + (E - V)/(2 c^2),
# and the overlap vanishes when both states share one energy-independent M.
# Hartree atomic units. P = r g, Q = r phi, X = r chi; V is the potential,
# E the energy without rest energy, c the speed of light, z the nuclear charge.
# Example: 5s and 6s of a self-consistent LDA gold atom with a point nucleus.
import numpy as np
import sympy as sp
from scipy import constants
from scipy.interpolate import CubicSpline
from pyscf import gto, dft, scf

C = 1 / constants.fine_structure
EV = constants.value('Hartree energy in eV')
N = 3601
x = np.linspace(np.log(1e-6), np.log(50.0), N)   # logarithmic grid x = ln r
h = x[1] - x[0]
r = np.exp(x)
x_mid = x[:-1] + h / 2
r_mid = np.exp(x_mid)
ONE = np.eye(2)


def integral(f):
    """Integral over r; the integrands vanish at both ends of the grid."""
    return h * np.sum(r * f)


def ode_matrix(rr, v, energy, l, c, mass_energy):
    """Matrix A of d(P,Q)/dx = A (P,Q)."""
    two_mc = 2 * c + (mass_energy - v) / c
    a = np.empty((len(rr), 2, 2))
    a[:, 0, 0] = 1.0
    a[:, 1, 1] = -1.0
    a[:, 0, 1] = rr * two_mc
    a[:, 1, 0] = l * (l + 1) / (two_mc * rr) + rr * (v - energy) / c
    return a


def shoot(energy, l, v, v_mid, z, c, fixed_mass_energy):
    """Outward and inward Runge-Kutta integration, joined at the turning point."""
    me = energy if fixed_mass_energy is None else fixed_mass_energy
    v_eff = v + l * (l + 1) / (2 * r**2)
    allowed = np.nonzero(v_eff < energy)[0]
    if len(allowed) == 0:
        return None
    m = max(1, min(allowed[-1], N - 40))
    decay = np.sqrt(2 * np.maximum(v_eff - energy, 0))
    damping = np.cumsum(decay[m:] * r[m:]) * h
    end = min(max(m + int(np.searchsorted(damping, 40.0)), m + 20), N - 1)
    a = ode_matrix(r[:end + 1], v[:end + 1], energy, l, c, me)
    b = ode_matrix(r_mid[:end], v_mid[:end], energy, l, c, me)
    k1 = a[:-1]
    k2 = b @ (ONE + h / 2 * k1)
    k3 = b @ (ONE + h / 2 * k2)
    k4 = a[1:] @ (ONE + h * k3)
    step = ONE + h / 6 * (k1 + 2 * k2 + 2 * k3 + k4)

    gamma = np.sqrt(l * (l + 1) + 1 - (z / c)**2)
    p = 1e-10
    q = (gamma - 1) * c / z * p
    p_out, q_out = [p], [q]
    for s11, s12, s21, s22 in step[:m].reshape(-1, 4).tolist():
        p, q = s11 * p + s12 * q, s21 * p + s22 * q
        p_out.append(p)
        q_out.append(q)

    t = step[m:end][::-1]
    det = t[:, 0, 0] * t[:, 1, 1] - t[:, 0, 1] * t[:, 1, 0]
    back = np.stack([t[:, 1, 1], -t[:, 0, 1], -t[:, 1, 0], t[:, 0, 0]], axis=1)
    p = 1e-15
    q = -decay[end] / (2 * c) * p
    p_in, q_in = [p], [q]
    for s11, s12, s21, s22 in (back / det[:, None]).tolist():
        p, q = s11 * p + s12 * q, s21 * p + s22 * q
        p_in.append(p)
        q_in.append(q)
    scale = p_out[-1] / p_in[-1]
    P, Q = np.zeros(N), np.zeros(N)
    P[m:end + 1] = scale * np.array(p_in[::-1])
    Q[m:end + 1] = scale * np.array(q_in[::-1])
    q_inner_side = q_out[-1]
    q_outer_side = Q[m]
    P[:m + 1] = p_out
    Q[:m + 1] = q_out
    X = np.sqrt(l * (l + 1)) * P / ((2 * c + (me - v) / c) * r)
    nodes = int(np.sum(P[1:m + 1] * P[:m] < 0))
    if fixed_mass_energy is None:
        norm = integral(P**2 + Q**2 + X**2)
    else:
        norm = integral(P**2)
    correction = c * P[m] * (q_inner_side - q_outer_side) / norm
    root = np.sqrt(norm)
    return nodes, correction, P / root, Q / root, X / root


def solve(n, l, v, v_mid, z, c, guess, fixed_mass_energy=None):
    """Bound state (n,l): node-count bracket with Newton steps."""
    low, high, e = -float(z)**2, -1e-4, guess
    for _ in range(200):
        result = shoot(e, l, v, v_mid, z, c, fixed_mass_energy)
        if result is None or result[0] < n - l - 1:
            low = e
            e = -np.sqrt(low * high)
            continue
        if result[0] > n - l - 1:
            high = e
            e = -np.sqrt(low * high)
            continue
        de = result[1]
        if abs(de) < 1e-10 * (1 + abs(e)):
            return e, result[2], result[3], result[4]
        if de > 0:
            low = e
        else:
            high = e
        e = e + de if low < e + de < high else -np.sqrt(low * high)
    raise RuntimeError('radial state not found')


def atom(z, shells, c):
    """Self-consistent LDA atom; w = r * (Hartree + xc potential)."""
    screening = 1 / (1 + 0.53625 * r * z**(1 / 3) / 0.88534)**2
    w = z - 1 - (z - 1) * screening
    guess = {(n, l): -z**2 / (2 * n**2) for n, l, _ in shells}
    inputs, residuals = [], []
    for iteration in range(80):
        v = (w - z) / r
        v_mid = (CubicSpline(x, w)(x_mid) - z) / r_mid
        states, density = {}, np.zeros(N)
        for n, l, occupation in shells:
            state = solve(n, l, v, v_mid, z, c, guess[n, l])
            states[n, l] = state
            guess[n, l] = state[0]
            density += occupation * (state[1]**2 + state[2]**2 + state[3]**2)
        charge = CubicSpline(x, density * r).antiderivative()(x)
        outer = CubicSpline(x, density).antiderivative()(x)
        rho = density / (4 * np.pi * r**2)
        vxc = np.asarray(dft.libxc.eval_xc('lda,vwn', rho)[1][0]).reshape(-1)
        w_new = charge + r * (outer[-1] - outer) + r * vxc
        residual = w_new - w
        error = np.max(np.abs(residual[r < 15]))
        if error < 1e-6:
            return v, v_mid, states, iteration + 1, error
        inputs = (inputs + [w])[-6:]
        residuals = (residuals + [residual])[-6:]
        w = w + 0.3 * residual
        if iteration >= 3:      # Anderson mixing
            df = np.array([residual - f for f in residuals[:-1]]).T
            dw = np.array([inputs[-1] - u for u in inputs[:-1]]).T
            theta = np.linalg.lstsq(df, residual, rcond=1e-10)[0]
            w = w - (dw + 0.3 * df) @ theta
    raise RuntimeError('self-consistency not reached')


def lower_from_derivative(state, v):
    """r*phi from a spline derivative of g, not from the integrated Q."""
    e, P = state[0], state[1]
    dg = CubicSpline(x, P / r).derivative()(x) / r
    return r * dg / (2 * C + (e - v) / C)


# --- Dirac elimination gives Koelling-Harmon plus the spin-orbit term
rs, cs, es, ks = sp.symbols('r c E kappa')
gs, vs = sp.Function('g')(rs), sp.Function('V')(rs)
ms = 1 + (es - vs) / (2 * cs**2)
fs = (gs.diff(rs) + (ks + 1) * gs / rs) / (2 * ms * cs)
dirac = -cs * fs.diff(rs) + cs * (ks - 1) * fs / rs + (vs - es) * gs
kh = (-(rs**2 * gs.diff(rs) / (2 * ms)).diff(rs) / rs**2
      + ks * (ks + 1) * gs / (2 * ms * rs**2) + (vs - es) * gs)
spin_orbit = -(ks + 1) * vs.diff(rs) * gs / (4 * ms**2 * cs**2 * rs)
assert sp.simplify(dirac - kh - spin_orbit) == 0

# --- radial solver against Sommerfeld energies of s states
Z = 79
gamma_s = np.sqrt(1 - (Z / C)**2)
sommerfeld_error = 0.0
for n in (1, 3, 6):
    exact = C**2 * (1 / np.sqrt(1 + (Z / C)**2 / (n - 1 + gamma_s)**2) - 1)
    found = solve(n, 0, -Z / r, -Z / r_mid, Z, C, -Z**2 / (2 * n**2))[0]
    sommerfeld_error = max(sommerfeld_error, abs(found / exact - 1))
assert sommerfeld_error < 1e-6

# --- self-consistent potential against a Gaussian-basis helium atom
scf.hf.MUTE_CHKFILE = True
mol = gto.M(atom='He', basis='aug-cc-pvqz', verbose=0)
mf = dft.RKS(mol)
mf.xc = 'lda,vwn'
mf.kernel()
he_gauss = mf.mo_energy[0]
he_radial = atom(2, [(1, 0, 2)], C)[2][1, 0][0]
assert abs(he_gauss - he_radial) < 1e-3   # finite Gaussian basis

# --- gold
shells = [(n, 0, 2) for n in range(1, 6)] + [(6, 0, 1)]
shells += [(n, 1, 6) for n in range(2, 6)]
shells += [(n, 2, 10) for n in range(3, 6)] + [(4, 3, 14)]
assert sum(s[2] for s in shells) == Z
v, v_mid, states, iterations, scf_error = atom(Z, shells, C)
s5, s6 = states[5, 0], states[6, 0]
overlap = integral(s5[1] * s6[1])
lower5, lower6 = lower_from_derivative(s5, v), lower_from_derivative(s6, v)
formula = -integral(lower5 * lower6)
assert abs(overlap) > 1e-5
assert abs(overlap - formula) < 2e-3 * abs(overlap)
w5, w6 = integral(lower5**2), integral(lower6**2)
large5, large6 = integral(s5[1]**2), integral(s6[1]**2)
overlap_large = overlap / np.sqrt(large5 * large6)
bound = np.sqrt(w5 * w6)
absolute = integral(np.abs(s5[1] * s6[1]))
running = np.cumsum(r * lower5 * lower6) * h
nuclear_change = -overlap_large * (s5[1][0] / np.sqrt(large5)) / (
    s6[1][0] / np.sqrt(large6))

# --- cause: one common energy-independent M restores orthogonality
z5 = solve(5, 0, v, v_mid, Z, C, s5[0], fixed_mass_energy=0.0)
z6 = solve(6, 0, v, v_mid, Z, C, s6[0], fixed_mass_energy=0.0)
overlap_zora = integral(z5[1] * z6[1])
assert abs(overlap_zora) < 2e-3 * abs(overlap)

# --- larger c in the same potential: approach to the 1/c^2 law
scaled = []
for factor in (4, 8):
    a5 = solve(5, 0, v, v_mid, Z, factor * C, s5[0])
    a6 = solve(6, 0, v, v_mid, Z, factor * C, s6[0])
    scaled.append(integral(a5[1] * a6[1]))
ratio = scaled[0] / scaled[1]
assert 3.6 < ratio < 4.9   # higher orders in 1/c^2 remain at 4c

# --- l = 1: the angular lower part chi is needed
p4, p5 = states[4, 1], states[5, 1]
overlap_p = integral(p4[1] * p5[1])
radial_p = integral(lower_from_derivative(p4, v) * lower_from_derivative(p5, v))
chi4 = np.sqrt(2) * p4[1] / ((2 * C + (p4[0] - v) / C) * r)
chi5 = np.sqrt(2) * p5[1] / ((2 * C + (p5[0] - v) / C) * r)
angular_p = integral(chi4 * chi5)
assert abs(overlap_p + radial_p + angular_p) < 2e-3 * abs(overlap_p)
assert abs(overlap_p + radial_p) > 0.05 * abs(overlap_p)

print(f'speed of light c: {C:.6f} a.u.')
print(f'radial grid: {N} points from {r[0]:.1e} to {r[-1]:.1f} bohr')
print(f'largest relative error, Sommerfeld 1s 3s 6s: {sommerfeld_error:.1e}')
print(f'He 1s energy, radial program: {he_radial:.5f} hartree')
print(f'He 1s energy, Gaussian basis: {he_gauss:.5f} hartree')
print(f'Au self-consistency iterations: {iterations}')
print(f'Au final residual of r*V (r < 15 bohr): {scf_error:.1e} a.u.')
print(f'Au 5s energy: {s5[0]:.5f} hartree = {s5[0] * EV:.3f} eV')
print(f'Au 6s energy: {s6[0]:.5f} hartree = {s6[0] * EV:.3f} eV')
print(f'difference M(6s)-M(5s), any r: {(s6[0] - s5[0]) / (2 * C**2):.4e}')
print(f'lower-component weight 5s: {w5:.5e}')
print(f'lower-component weight 6s: {w6:.5e}')
print(f'5s-6s overlap, full norm one, direct: {overlap:.6e}')
print(f'5s-6s overlap, from derivative formula: {formula:.6e}')
print(f'direct minus formula: {overlap - formula:.1e}')
print(f'5s-6s overlap, large components normalized: {overlap_large:.6e}')
print(f'integral of |P5s P6s|: {absolute:.5f}')
print(f'Cauchy-Schwarz bound sqrt(w5 w6): {bound:.5e}')
print(f'|overlap| / bound: {abs(overlap) / bound:.4f}')
for radius in (0.01, 0.03, 0.1, 0.3, 1.0):
    share = running[np.searchsorted(r, radius)] / running[-1]
    print(f'share of lower integral inside {radius:.2f} bohr: {share:.4f}')
print(f'ZORA 5s energy, same V: {z5[0]:.5f} hartree')
print(f'ZORA 6s energy, same V: {z6[0]:.5f} hartree')
print(f'ZORA 5s-6s overlap: {overlap_zora:.1e}')
print(f'5s-6s overlap with 4c, same V: {scaled[0]:.4e}')
print(f'5s-6s overlap with 8c, same V: {scaled[1]:.4e}')
print(f'ratio of these overlaps: {ratio:.3f}')
print(f'relative change of 6s at r = {r[0]:.0e} bohr if '
      f'orthogonalized to 5s: {nuclear_change:.3e}')
print(f'4p energy: {p4[0]:.5f} hartree')
print(f'5p energy: {p5[0]:.5f} hartree')
print(f'4p-5p overlap of large components, full norm one: {overlap_p:.5e}')
print(f'4p-5p integral of phi phi: {radial_p:.5e}')
print(f'4p-5p integral of chi chi: {angular_p:.5e}')
print(f'4p-5p sum of all three: {overlap_p + radial_p + angular_p:.1e}')
print('checks complete')
```

Printed output:

```
speed of light c: 137.035999 a.u.
radial grid: 3601 points from 1.0e-06 to 50.0 bohr
largest relative error, Sommerfeld 1s 3s 6s: 4.1e-09
He 1s energy, radial program: -0.57044 hartree
He 1s energy, Gaussian basis: -0.57041 hartree
Au self-consistency iterations: 14
Au final residual of r*V (r < 15 bohr): 8.9e-07 a.u.
Au 5s energy: -3.99399 hartree = -108.682 eV
Au 6s energy: -0.22340 hartree = -6.079 eV
difference M(6s)-M(5s), any r: 1.0039e-04
lower-component weight 5s: 5.91500e-04
lower-component weight 6s: 5.99790e-05
5s-6s overlap, full norm one, direct: -1.775231e-04
5s-6s overlap, from derivative formula: -1.775231e-04
direct minus formula: 3.3e-11
5s-6s overlap, large components normalized: -1.775810e-04
integral of |P5s P6s|: 0.30950
Cauchy-Schwarz bound sqrt(w5 w6): 1.88355e-04
|overlap| / bound: 0.9425
share of lower integral inside 0.01 bohr: 0.0901
share of lower integral inside 0.03 bohr: 0.2753
share of lower integral inside 0.10 bohr: 0.4778
share of lower integral inside 0.30 bohr: 0.6925
share of lower integral inside 1.00 bohr: 0.9227
ZORA 5s energy, same V: -3.99635 hartree
ZORA 6s energy, same V: -0.22342 hartree
ZORA 5s-6s overlap: 3.3e-11
5s-6s overlap with 4c, same V: -8.0875e-06
5s-6s overlap with 8c, same V: -1.9934e-06
ratio of these overlaps: 4.057
relative change of 6s at r = 1e-06 bohr if orthogonalized to 5s: 6.149e-04
4p energy: -20.02414 hartree
5p energy: -2.20443 hartree
4p-5p overlap of large components, full norm one: -8.44845e-04
4p-5p integral of phi phi: 5.67969e-04
4p-5p integral of chi chi: 2.76876e-04
4p-5p sum of all three: 2.3e-11
checks complete
```
